# Exchange self-energy and density of states in the electron gas: a program that tests the result

```python
# Exchange self-energy of the unpolarized electron gas, T=0, Hartree atomic units.
# Interaction exp(-lam r)/r, V(p)=4 pi/(p^2+lam^2); x=k/kF, y=lam/kF, delta=|1-x|.
# Definition: Sigma(k) = -int_{q<kF} d^3q/(2pi)^3 V(k-q).  Under test:
#  Sigma=-(2kF/pi)F, F=1/2+(1-x^2+y^2)L/(8x)-(y/2)[atan((1+x)/y)+atan((1-x)/y)],
#  L=ln[((1+x)^2+y^2)/((1-x)^2+y^2)];  dSigma/dk=[(1+x^2+y^2)L/(4x^2)-1/x]/pi;
#  y=0: slope -> [ln(2/delta)-1]/pi, so the density of states (both spins, per volume)
#  g=k^2/(pi^2 (k+slope)) vanishes as 1/ln at eF; y>0: slope bounded, g(eF)>0.
#  eps=k^2/2+Sigma, g0=kF/pi^2, eF0=kF^2/2.
import numpy as np, mpmath as mp, sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn as jn
from scipy.constants import physical_constants
from pyscf.dft import libxc

mp.mp.dps = 30
EV = physical_constants['Hartree energy in eV'][0]
M, pi = mp.mpf, mp.pi
rs = M(4)
kF = mp.cbrt(9*pi/4)/rs
dens = 3/(4*pi*rs**3)
g0, eF0 = kF/pi**2, kF**2/2
lamTF = mp.sqrt(4*kF/pi)
yTF = lamTF/kF

def F(x, y):
    if y == 0:
        return M(1)/2 if x == 1 else M(1)/2 + (1-x*x)/(4*x)*mp.log(abs((1+x)/(1-x)))
    L = mp.log(((1+x)**2+y*y)/((1-x)**2+y*y))
    return M(1)/2 + (1-x*x+y*y)*L/(8*x) - y/2*(mp.atan((1+x)/y)+mp.atan((1-x)/y))
def sigma(x, y): return -2*kF/pi*F(x, y)
def slope(x, y):
    L = mp.log(((1+x)**2+y*y)/((1-x)**2+y*y))
    return ((1+x*x+y*y)*L/(4*x*x) - 1/x)/pi
def eps(x, y): return (x*kF)**2/2 + sigma(x, y)
def dos(x, y): return (x*kF)**2/(pi**2*(x*kF+slope(x, y)))

def sigma_direct(x, y):
    # integrate over momentum transfer p; frac = share of directions with |k+p|<kF
    lo, hi = abs(1-x), 1+x
    scales = [s for s in (lo, y) if s > 0] or [hi]
    pts, p = [M(0), lo, hi], hi
    while p > min(scales)/3:
        p = p/3
        pts.append(p)
    def f(p):
        frac = (1 if x < 1 else 0) if p < lo else (1+(1-x*x-p*p)/(2*x*p))/2
        return frac*p*p/(p*p+y*y)
    return -2*kF/pi*mp.quad(f, sorted(set(pts)), method='gauss-legendre')
def slope_fd(x, y, h): return (sigma_direct(x+h, y)-sigma_direct(x-h, y))/(2*h*kF)

kf = float(kF)
nodes, wts = np.polynomial.legendre.leggauss(16)
def sigma_real(x, y, T):
    # real-space form with density matrix and interaction cut at kF r = T
    edges = np.linspace(0, T, int(T)+2)
    half = 0.5*(edges[1]-edges[0])
    t = (0.5*(edges[1:]+edges[:-1]))[:, None] + half*nodes[None, :]
    return -2*kf/np.pi*half*np.sum(wts*jn(1, t)*jn(0, x*t)*np.exp(-y*t))

# frequency integral of G0 e^{i w eta}/(2 pi i), pole a distance s above/below the axis
s_, eta = 0.1, 0.1
Is = quad(lambda w: w/(w*w+s_*s_), 0, np.inf, weight='sin', wvar=eta, limlst=200)[0]
Ic = quad(lambda w: 1/(w*w+s_*s_), 0, np.inf, weight='cos', wvar=eta, limlst=200)[0]
assert abs((Is+s_*Ic)/np.pi-np.exp(-s_*eta)) < 1e-6 and abs((Is-s_*Ic)/np.pi) < 1e-6

# radial antiderivative
u, xs, ys = sp.symbols('u x y', positive=True)
Ls = sp.log(((u+xs)**2+ys**2)/((u-xs)**2+ys**2))
A = (u**2-xs**2+ys**2)/2*Ls+2*xs*u-2*xs*ys*(sp.atan((u+xs)/ys)+sp.atan((u-xs)/ys))
resid = sp.lambdify((u, xs, ys), sp.diff(A, u)-u*Ls, 'mpmath')
for a, b, c in [('0.3', '0.7', '0.2'), ('0.9', '0.4', '1.5'), ('0.6', '2.1', '0.05')]:
    assert abs(resid(M(a), M(b), M(c))) < 1e-22

# closed form of Sigma against quadrature, real space and a lattice sum
for y in (M(0), M('0.1'), yTF):
    for x in (M('0.2'), M('0.5'), M(1), M('1.3'), M(2)):
        assert abs(sigma_direct(x, y)-sigma(x, y)) < 1e-18
x0 = M('1e-6')
assert abs(sigma_direct(x0, 0)+2*kF/pi) < 1e-10
assert abs(sigma_direct(x0, yTF)+2*kF/pi*(1-yTF*mp.atan(1/yTF))) < 1e-10
for y in (0.3, float(yTF)):
    for x in (0.4, 1.0, 1.5):
        assert abs(sigma_real(x, y, 40/y)-float(sigma(M(x), M(y)))) < 1e-10
N = 60
ax = np.arange(-72, 73)
X, Y, Z = np.meshgrid((ax+0.13)/N, (ax+0.37)/N, (ax+0.29)/N, indexing='ij', sparse=True)
r = np.sqrt(X*X+Y*Y+Z*Z)
cell = (kf/N)**3/(2*np.pi)**3
V = 4*np.pi/(kf**2*(X*X+Y*Y+(Z-0.7)**2+float(yTF)**2))
assert abs(-cell*V[r < 1].sum()/float(sigma(M('0.7'), yTF))-1) < 3e-3  # surface noise

# exchange energy per electron and Sigma(kF) against libxc Slater exchange
ex = M(3)/2*mp.quad(lambda x: x*x*sigma(x, 0), [0, 1])
exc, vxc = libxc.eval_xc('slater,', np.array([float(dens)]), spin=0, deriv=1)[:2]
assert abs(ex-float(np.ravel(exc)[0])) < 1e-10 and abs(ex+3*kF/(4*pi)) < 1e-12
assert abs(sigma_direct(M(1), 0)-float(np.ravel(vxc[0])[0])) < 1e-10

# Coulomb slope: finite differences, logarithmic law on both sides, energy distance
eF = eF0+sigma_direct(M(1), 0)
deltas = [M(10)**(-j) for j in (1, 2, 4, 6)]
for d in deltas:
    law = (mp.log(2/d)-1)/pi
    for x in (1-d, 1+d):
        fd = slope_fd(x, 0, d*M('1e-4'))
        assert abs(fd-slope(x, 0)) < 1e-8
        assert abs(fd-law) < d*mp.log(2/d)
    gap = eF-((1-d)*kF)**2/2-sigma_direct(1-d, 0)
    assert abs(gap/(kF*d*(kF+mp.log(2/d)/pi))-1) < 2*d

# density of states: lattice states counted in energy windows against int g d(eps)
def logc(x): return np.log((1+x)/np.maximum(np.abs(1-x), 1e-300))
def eps_np(x): return (x*kf)**2/2-2*kf/np.pi*(0.5+(1-x*x)/(4*x)*logc(x))
def dos_np(x): return (x*kf)**2/(np.pi**2*(x*kf+((1+x*x)/(2*x*x)*logc(x)-1/x)/np.pi))
E = eps_np(r)
for a, b in [(0.5, 0.6), (0.85, 0.95), (0.95, 1.05), (1.05, 1.15)]:
    e1, e2 = eps_np(a), eps_np(b)
    counted = 2*cell*np.count_nonzero((E > e1) & (E < e2))
    gE = lambda e: dos_np(brentq(lambda x: eps_np(x)-e, 0.3, 1.3, xtol=1e-14))
    brk = [float(eF)] if a < 1 < b else None
    assert abs(counted/quad(gE, e1, e2, points=brk, epsabs=1e-9, limit=200)[0]-1) < 1.5e-2

# 1/ln law in energy, g taken as a difference quotient of N=k^3/(3 pi^2)
ratios = []
with mp.workdps(450):
    for j in (10, 100, 400):
        d = M(10)**(-j)
        xa, xb = 1-d, 1-d*(1+M('1e-6'))
        gq = kF**3*(xa**3-xb**3)/(3*pi**2)/(eps(xa, 0)-eps(xb, 0))
        assert abs(gq/dos(xa, 0)-1) < 1e-6
        ratios.append(float(gq*pi*mp.log(eF0/(eps(M(1), 0)-eps(xa, 0)))/kF**2))
assert abs(ratios[0]-1) > abs(ratios[1]-1) > abs(ratios[2]-1) and abs(ratios[2]-1) < 0.02

# cause: Coulomb cut at radius R gives a slope at kF growing as ln(R)/pi
def slope_cut(T, h=1e-6): return (sigma_real(1+h, 0, T)-sigma_real(1-h, 0, T))/(2*h*kf)
T1, T2 = 20*np.pi, 200*np.pi
sc1, sc2 = slope_cut(T1), slope_cut(T2)
assert abs(sc2-sc1-np.log(T2/T1)/np.pi) < 1e-3

# Yukawa slope: finite differences, small-y law, positivity and bound
ylist = [M(1), M('0.1'), M('0.01'), M('0.001')]
def slope_kF(y): return ((2+y*y)/4*mp.log(1+4/y**2)-1)/pi
for y in ylist+[yTF]:
    fd = slope_fd(M(1), y, y*M('1e-4'))
    assert abs(fd-slope_kF(y)) < 1e-8
    if y < 0.5:
        assert abs(fd-(mp.log(2/y)-1)/pi) < y*y*mp.log(2/y)
for x in (M('0.6'), M('1.4')):
    assert abs(slope_fd(x, yTF, M('1e-5'))-slope(x, yTF)) < 1e-8
for j in range(1, 400):
    x = (j+M('0.5'))/100
    assert slope(x, 0) > 0
    for y in (M('0.1'), M(1), yTF):
        assert 0 < slope(x, y) <= 1/(2*pi*y*y)
assert abs(4*pi*mp.diff(lambda m: (2*m)**M('1.5')/(3*pi**2), eF0)-lamTF**2) < 1e-15

def out(label, v, unit): print(f"{label} = {float(v):.6g} {unit}")
out("rs", rs, "bohr"); out("n", dens, "bohr^-3"); out("kF", kF, "bohr^-1")
out("eF0 = kF^2/2", eF0, "Ha"); out("eF0", eF0*EV, "eV")
out("g0 = kF/pi^2", g0, "Ha^-1 bohr^-3"); out("pi*kF", pi*kF, "a.u.")
print("Coulomb:")
out("F(0.5)", F(M('0.5'), 0), ""); out("F(2)", F(M(2), 0), "")
s0, s1 = sigma_direct(x0, 0), sigma(M(1), 0)
out("Sigma(0)", s0, "Ha"); out("Sigma(kF)", s1, "Ha"); out("eF = eps(kF)", eF, "Ha")
W = eF0+s1-s0
out("bandwidth", W, "Ha"); out("bandwidth", W*EV, "eV"); out("bandwidth/eF0", W/eF0, "")
out("exchange energy per electron", ex, "Ha")
print("delta, slope (a.u.), log law (a.u.), eF-eps (Ha), g/g0 at x=1-delta:")
for d in deltas:
    print(f"{float(d):.0e}  {float(slope(1-d,0)):.5f}  {float((mp.log(2/d)-1)/pi):.5f}"
          f"  {float(eF-eps(1-d,0)):.4e}  {float(dos(1-d,0)/g0):.5f}")
d10 = mp.exp(brentq(lambda s: float(dos(1-mp.exp(s), 0)/g0)-0.1, -30, -2, xtol=1e-12))
out("delta for g/g0=0.1", d10, "")
out("eF-eps there", eF-eps(1-d10, 0), "Ha"); out("eF-eps there", (eF-eps(1-d10, 0))*EV, "eV")
for j, q in zip((10, 100, 400), ratios):
    out(f"g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-{j}", q, "")
out("cut Coulomb slope, kF R=20 pi", sc1, "a.u."); out("cut Coulomb slope, kF R=200 pi", sc2, "a.u.")
out("difference", sc2-sc1, "a.u."); out("ln(10)/pi", mp.log(10)/pi, "a.u.")
print("Yukawa, Thomas-Fermi:")
out("lambda", lamTF, "bohr^-1"); out("y", yTF, ""); out("y^2", yTF**2, "")
out("ln(1+4/y^2)", mp.log(1+4/yTF**2), "")
t0, t1 = sigma_direct(x0, yTF), sigma(M(1), yTF)
out("Sigma(0)", t0, "Ha"); out("Sigma(kF)", t1, "Ha")
out("bandwidth", eF0+t1-t0, "Ha"); out("bandwidth", (eF0+t1-t0)*EV, "eV")
out("slope at kF", slope_kF(yTF), "a.u."); out("bound 1/(2 pi y^2)", 1/(2*pi*yTF**2), "a.u.")
out("g(eF)", dos(M(1), yTF), "Ha^-1 bohr^-3"); out("m*/m = g(eF)/g0", dos(M(1), yTF)/g0, "")
print("y, slope at kF (a.u.), [ln(2/y)-1]/pi (a.u.), g(eF)/g0:")
for y in ylist:
    print(f"{float(y):g}  {float(slope_kF(y)):.5f}  {float((mp.log(2/y)-1)/pi):.5f}"
          f"  {float(dos(M(1),y)/g0):.5f}")
print("tests ok")
```

Printed output:

```
rs = 4 bohr
n = 0.00373019 bohr^-3
kF = 0.47979 bohr^-1
eF0 = kF^2/2 = 0.115099 Ha
eF0 = 3.132 eV
g0 = kF/pi^2 = 0.0486128 Ha^-1 bohr^-3
pi*kF = 1.5073 a.u.
Coulomb:
F(0.5) = 0.91198 
F(2) = 0.0880204 
Sigma(0) = -0.305444 Ha
Sigma(kF) = -0.152722 Ha
eF = eps(kF) = -0.0376227 Ha
bandwidth = 0.267821 Ha
bandwidth = 7.28777 eV
bandwidth/eF0 = 2.32687 
exchange energy per electron = -0.114541 Ha
delta, slope (a.u.), log law (a.u.), eF-eps (Ha), g/g0 at x=1-delta:
1e-01  0.69349  0.63526  6.9335e-02  0.34536
1e-02  1.38049  1.36820  1.0415e-02  0.25343
1e-04  2.83434  2.83407  1.7427e-04  0.14474
1e-06  4.29994  4.29994  2.4460e-06  0.10038
delta for g/g0=0.1 = 9.44562e-07 
eF-eps there = 2.31861e-06 Ha
eF-eps there = 6.30927e-05 eV
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-10 = 0.805535 
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-100 = 0.970051 
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-400 = 0.990988 
cut Coulomb slope, kF R=20 pi = 1.40403 a.u.
cut Coulomb slope, kF R=200 pi = 2.13694 a.u.
difference = 0.732916 a.u.
ln(10)/pi = 0.732936 a.u.
Yukawa, Thomas-Fermi:
lambda = 0.781593 bohr^-1
y = 1.62903 
y^2 = 2.65375 
ln(1+4/y^2) = 0.919208 
Sigma(0) = -0.0315026 Ha
Sigma(kF) = -0.0251151 Ha
bandwidth = 0.121487 Ha
bandwidth = 3.30582 eV
slope at kF = 0.0221034 a.u.
bound 1/(2 pi y^2) = 0.0599737 a.u.
g(eF) = 0.0464719 Ha^-1 bohr^-3
m*/m = g(eF)/g0 = 0.95596 
y, slope at kF (a.u.), [ln(2/y)-1]/pi (a.u.), g(eF)/g0:
1  0.06592  -0.09767  0.87921
0.1  0.64043  0.63526  0.42830
0.01  1.36829  1.36820  0.25962
0.001  2.10113  2.10113  0.18590
tests ok
```
